**Soft-photon pole, null rotations and charge balance**

The program tests the statement that a Lorentz-invariant amplitude ε\*·M for emitting a massless helicity-one particle of momentum q needs q·M = 0, and that the soft pole then forces the outgoing charge to equal the incoming charge. Here p denotes a hard momentum, Q a charge in units of e, W a Lorentz transformation that leaves q fixed, and M₀ the amplitude without the photon. All five tree diagrams of a scalar model a + b → X → c + d + photon are summed from their propagators; the program asserts that they agree with the closed form of q·M, with the predicted change under W, and with the soft pole up to a remainder of the expected order. Further assertions cover the action of W on the polarization vector, the soft pole of a Dirac particle with a Pauli term, the direction dependence and the pole of an axial coupling, and the agreement of the emission probability with Larmor radiation at low speed. The output shows q·M vanishing for balanced charges and tending to eM₀ when one unit of charge is created. If only the intermediate particle X has the wrong charge, q·M vanishes in proportion to the photon momentum, so the leading soft pole does not detect it. For unbalanced charges the emission probability of the same photon changes from 1.294 × 10⁻³ to 1.056 × 10⁻³ per unit ln ω and steradian under the chosen W, while for balanced charges it stays at 1.383 × 10⁻³.

## Program and output

```python
"""
Result under test: if a massless helicity-one particle (momentum q) couples to
hard particles with charges Q, Lorentz invariance of the emission amplitude
eps*.M requires q.M = 0, and the soft pole
    M^mu -> M0 [ sum_out Q p^mu/(p.q) - sum_in Q p^mu/(p.q) ]
then requires sum_out Q = sum_in Q.
Model: scalars a + b -> X -> c + d + photon, every tree diagram summed.
Symbols: p = (E/c, px, py, pz) in kg m/s, metric (+,-,-,-); n = (1,0,0,1);
q = |q| n; eps = positive-helicity polarization; W = null rotation, W n = n;
G = propagator of X; M0 = G(P) with the scalar coupling constants removed.
Charges are in units of the elementary charge e.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import c, e, hbar, epsilon_0, pi

metric = np.diag([1.0, -1.0, -1.0, -1.0])


def dot(u, v):
    """Minkowski product without complex conjugation."""
    return u @ metric @ v


n = np.array([1.0, 0.0, 0.0, 1.0])
eps = np.array([0, 1, 1j, 0]) / np.sqrt(2)


# ---------- null rotations from their generators ----------
def generator(a, b):
    return np.array([[0, a, b, 0], [a, 0, 0, -a],
                     [b, 0, 0, -b], [0, a, b, 0]], float)


a_par, b_par = 0.3, 0.4
W = expm(generator(a_par, b_par))
assert np.allclose(W.T @ metric @ W, metric, atol=1e-13)
assert np.allclose(W @ n, n, atol=1e-13)
assert np.allclose(W @ eps, eps + (a_par + 1j*b_par)/np.sqrt(2)*n, atol=1e-13)
A, B = generator(1, 0), generator(0, 1)
assert np.allclose(A @ B, B @ A)
angle = 0.7
R = np.eye(4)
R[1:3, 1:3] = [[np.cos(angle), -np.sin(angle)],
               [np.sin(angle), np.cos(angle)]]
assert np.allclose(R @ A @ R.T, np.cos(angle)*A + np.sin(angle)*B)
shift = -(a_par - 1j*b_par)/np.sqrt(2)

# ---------- kinematics of the model ----------
mass = dict(a=1.0e-27, b=2.0e-27, c=1.5e-27, d=1.0e-27)
mass_X = 2.0e-27
total_mass = 5.0e-27          # centre-of-mass energy divided by c^2
names = "abcd"
sign = dict(a=-1, b=-1, c=1, d=1)


def two_body(P, m1, m2, direction):
    """Split total momentum P into two on-shell momenta."""
    root_s = np.sqrt(dot(P, P))
    M1, M2 = m1*c, m2*c
    e1 = (root_s**2 + M1**2 - M2**2)/(2*root_s)
    k = np.sqrt(e1**2 - M1**2)*np.array(direction)
    energy = (P[0]*e1 + P[1:] @ k)/root_s
    vec = k + P[1:]*((k @ P[1:])/(root_s*(P[0] + root_s)) + e1/root_s)
    first = np.concatenate([[energy], vec])
    return first, P - first


def hard_momenta(q):
    P = np.array([total_mass*c, 0, 0, 0])
    pa, pb = two_body(P, mass["a"], mass["b"], [2/3, 1/3, 2/3])
    pc, pd = two_body(P - q, mass["c"], mass["d"], [-1/3, 2/3, 2/3])
    return dict(a=pa, b=pb, c=pc, d=pd)


def G(k):
    return 1/(dot(k, k) - (mass_X*c)**2)


def diagrams(p, q, Q):
    """Sum of all five tree diagrams, with propagators from their definition."""
    P = p["a"] + p["b"]
    total = Q["X"]*(2*P - q)*G(P)*G(P - q)
    for name in names:
        s = sign[name]
        line = p[name] + s*q
        propagator = 1/(dot(line, line) - (mass[name]*c)**2)
        hard = G(P) if s > 0 else G(P - q)
        total = total + Q[name]*(2*p[name] + s*q)*propagator*hard
    return total


def soft_sum(p, Q):
    return sum(sign[x]*Q[x]*dot(eps.conj(), p[x])/dot(p[x], n) for x in names)


charge_sets = {
    "balanced": dict(a=2, b=-1, c=1, d=0, X=1),
    "unbalanced": dict(a=2, b=-1, c=1, d=1, X=2),
    "wrong X": dict(a=2, b=-1, c=1, d=0, X=0)}
photon_momenta = [1e-20, 1e-21, 1e-22]

# ---------- full amplitude, its soft pole and its invariance ----------
table = []
remainders = {}
for label, Q in charge_sets.items():
    excess = Q["c"] + Q["d"] - Q["a"] - Q["b"]
    for size in photon_momenta:
        q = size*n
        p = hard_momenta(q)
        for x in names:
            assert abs(dot(p[x], p[x])/(mass[x]*c)**2 - 1) < 1e-12
        P = p["a"] + p["b"]
        M0 = G(P)
        turned = {x: W @ p[x] for x in names}
        M = diagrams(p, q, Q)
        contraction = dot(q, M)/M0
        closed = (G(P)*(Q["c"] + Q["d"] - Q["X"])
                  + G(P - q)*(Q["X"] - Q["a"] - Q["b"]))/M0
        # roundoff of on-shell differences is about 1e-12 here
        assert abs(contraction - closed) < 1e-9
        before = size*dot(eps.conj(), M)/M0
        after = size*dot(eps.conj(), diagrams(turned, q, Q))/M0
        assert abs(after - before - shift*contraction) < 1e-9
        # deviation from the soft limit is of first order in |q|
        assert abs(contraction - excess) < 3*size/(total_mass*c)
        rest = abs(before - soft_sum(p, Q))
        rest_turned = abs(after - soft_sum(turned, Q))
        remainders.setdefault(label, []).append((rest, rest_turned))
        table.append((label, size, contraction, abs(after - before)))
    r = np.array(remainders[label])
    assert np.all(abs(r[1:]/r[:-1] - 0.1) < 0.005)

assert all(row[3] < 1e-9 for row in table if row[0] == "balanced")
assert all(row[3] > 0.3 for row in table if row[0] == "unbalanced")
assert all(row[3] > 1e-6 for row in table if row[0] == "wrong X")

# ---------- spin one half: charge, Pauli and axial couplings ----------
s0 = np.eye(2)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
gamma = [np.kron(sz, s0)] + [np.kron(1j*sy, s) for s in (sx, sy, sz)]
gamma5 = 1j*gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
one = np.eye(4)


def slash(k):
    return sum(metric[i, i]*k[i]*gamma[i] for i in range(4))


def row_spinor(p):
    """Outgoing Dirac row spinor for mass times c equal to one."""
    return np.array([1.0, 0.4j, 0.2, -0.3]) @ (slash(p) + one)


def fermion_leg(p, q, vertex):
    k = p + q
    return row_spinor(p) @ vertex @ (slash(k) + one)/(dot(k, k) - 1)


p_moving = np.array([np.sqrt(1 + 0.09 + 0.16 + 0.25), 0.3, -0.4, 0.5])
tiny = 1e-6
q_soft = tiny*n
ubar = row_spinor(p_moving)
pauli = 0.8
for i in range(4):
    magnetic = -0.5*(gamma[i] @ slash(q_soft) - slash(q_soft) @ gamma[i])
    pole = tiny*fermion_leg(p_moving, q_soft, gamma[i] + pauli*magnetic)
    # remaining terms are of relative order |q|
    assert np.allclose(pole, ubar*p_moving[i]/dot(p_moving, n), atol=1e-4)
assert np.allclose(fermion_leg(p_moving, q_soft, slash(q_soft)), ubar,
                   atol=1e-7)

p_rest = np.array([1.0, 0, 0, 0])
q_back = tiny*np.array([1.0, 0, 0, -1.0])
axial_forward = fermion_leg(p_rest, q_soft, slash(q_soft) @ gamma5)
axial_backward = fermion_leg(p_rest, q_back, slash(q_back) @ gamma5)
assert np.linalg.norm(axial_forward) > 0.1
assert np.allclose(axial_forward, -axial_backward, atol=1e-5)

axial_norm = []
for delta in (1e-2, 1e-3):
    q_complex = 1e-4*np.array([delta, np.sqrt(1 + delta**2), 1j, 0])
    axial_norm.append(np.linalg.norm(
        fermion_leg(p_rest, q_complex, slash(q_complex) @ gamma5)))
    regular = fermion_leg(p_rest, q_complex, slash(q_complex))
    assert np.allclose(regular, row_spinor(p_rest), atol=1e-6)
axial_growth = axial_norm[1]/axial_norm[0]
assert abs(axial_growth - 10) < 0.2
null_vectors = np.array([[1, 1j, 0], [0, 1, 1j], [1j, 0, 1]])
assert np.allclose(np.sum(null_vectors**2, axis=1), 0)
assert np.linalg.matrix_rank(null_vectors) == 3

# ---------- probability prefactor against Larmor radiation ----------
prefactor = e**2/(16*pi**3*epsilon_0*hbar*c)
beta = 1e-3                    # charge started from rest to speed beta*c
nodes, weights = np.polynomial.legendre.leggauss(30)
current = beta/(1 - beta*nodes)
angular = 2*pi*np.sum(weights*current**2*(1 - nodes**2))
quantum_energy = hbar*prefactor*angular
larmor_energy = e**2*(beta*c)**2/(6*pi**2*epsilon_0*c**3)
# relativistic corrections are of order beta squared
assert abs(quantum_energy/larmor_energy - 1) < 1e-5

# ---------- output ----------
for x in names:
    print(f"mass {x} = {mass[x]:.2e} kg")
print(f"mass X = {mass_X:.2e} kg")
print(f"c.m. energy / c^2 = {total_mass:.2e} kg")
print(f"null rotation a = {a_par}, b = {b_par} (dimensionless)")
size = photon_momenta[-1]
p = hard_momenta(size*n)
print(f"soft table: |q| = {size:.1e} kg m/s")
print(f"photon angular frequency = {size*c/hbar:.4e} rad/s")
print("p = (E/c, px, py, pz) in 1e-19 kg m/s:")
for x in names:
    print(f" {x}: " + " ".join(f"{v/1e-19:9.5f}" for v in p[x]))
print("p.n in 1e-19 kg m/s:")
for x in names:
    print(f" {x}: {dot(p[x], n)/1e-19:.5f}")
print("eps*.p/(p.n), before -> after W (dimensionless):")
for x in names:
    old = dot(eps.conj(), p[x])/dot(p[x], n)
    new_p = W @ p[x]
    new = dot(eps.conj(), new_p)/dot(new_p, n)
    assert abs(new - old - shift) < 1e-12
    print(f" {x}: {old:.5f} -> {new:.5f}")
print(f"common shift = {shift:.5f}, modulus {abs(shift):.5f}")
print("charges (units of e): a b c d X")
for label, Q in charge_sets.items():
    print(f" {label}: " + " ".join(str(Q[x]) for x in "abcdX"))
print("q.M/(e M0); |q| |change of eps*.M|/(e M0), dimensionless:")
for label, size_row, contraction, change in table:
    shown_q = 0.0 if abs(contraction) < 1e-9 else contraction
    shown_c = 0.0 if change < 1e-9 else change
    print(f" {label}, |q|={size_row:.0e} kg m/s: {shown_q:.6f}; {shown_c:.6f}")
print("values below 1e-9 in that table are shown as zero")
print("balanced: |q| |eps*.M - pole|/(e M0), dimensionless:")
for size_row, (rest, _) in zip(photon_momenta, remainders["balanced"]):
    print(f" |q|={size_row:.0e} kg m/s: {rest:.3e}")
print(f"probability prefactor = {prefactor:.5e} per sr")
print("soft sum; probability per ln(omega) per sr, helicity +:")
turned = {x: W @ p[x] for x in names}
for label in ("balanced", "unbalanced"):
    for stage, momenta in (("before", p), ("after", turned)):
        total = soft_sum(momenta, charge_sets[label])
        print(f" {label} {stage}: {total:.5f}; {prefactor*abs(total)**2:.4e}")
print(f"axial term growth for 10x smaller p.q = {axial_growth:.4f}")
print(f"quantum/Larmor energy ratio = {quantum_energy/larmor_energy:.7f}")
print("finished without a failed check")
```

Output:

```
mass a = 1.00e-27 kg
mass b = 2.00e-27 kg
mass c = 1.50e-27 kg
mass d = 1.00e-27 kg
mass X = 2.00e-27 kg
c.m. energy / c^2 = 5.00e-27 kg
null rotation a = 0.3, b = 0.4 (dimensionless)
soft table: |q| = 1.0e-22 kg m/s
photon angular frequency = 2.8428e+20 rad/s
p = (E/c, px, py, pz) in 1e-19 kg m/s:
 a:   6.59543   3.91647   1.95824   3.91647
 b:   8.39419  -3.91647  -1.95824  -3.91647
 c:   7.86879  -2.15253   4.30506   4.30453
 d:   7.11983   2.15253  -4.30506  -4.30553
p.n in 1e-19 kg m/s:
 a: 2.67896
 b: 12.31066
 c: 3.56426
 d: 11.42536
eps*.p/(p.n), before -> after W (dimensionless):
 a: -1.03375+0.51687j -> -1.24588+0.79972j
 b: 0.22496-0.11248j -> 0.01282+0.17036j
 c: 0.42704+0.85407j -> 0.21490+1.13691j
 d: -0.13322-0.26644j -> -0.34535+0.01641j
common shift = -0.21213+0.28284j, modulus 0.35355
charges (units of e): a b c d X
 balanced: 2 -1 1 0 1
 unbalanced: 2 -1 1 1 2
 wrong X: 2 -1 1 0 0
q.M/(e M0); |q| |change of eps*.M|/(e M0), dimensionless:
 balanced, |q|=1e-20 kg m/s: 0.000000; 0.000000
 balanced, |q|=1e-21 kg m/s: 0.000000; 0.000000
 balanced, |q|=1e-22 kg m/s: 0.000000; 0.000000
 unbalanced, |q|=1e-20 kg m/s: 1.016140; 0.359260
 unbalanced, |q|=1e-21 kg m/s: 1.001591; 0.354116
 unbalanced, |q|=1e-22 kg m/s: 1.000159; 0.353610
 wrong X, |q|=1e-20 kg m/s: -0.016140; 0.005706
 wrong X, |q|=1e-21 kg m/s: -0.001591; 0.000562
 wrong X, |q|=1e-22 kg m/s: -0.000159; 0.000056
values below 1e-9 in that table are shown as zero
balanced: |q| |eps*.M - pole|/(e M0), dimensionless:
 |q|=1e-20 kg m/s: 4.137e-02
 |q|=1e-21 kg m/s: 4.078e-03
 |q|=1e-22 kg m/s: 4.072e-04
probability prefactor = 1.84844e-04 per sr
soft sum; probability per ln(omega) per sr, helicity +:
 balanced before: 2.71948-0.29215j; 1.3828e-03
 balanced after: 2.71948-0.29215j; 1.3828e-03
 unbalanced before: 2.58626-0.55859j; 1.2941e-03
 unbalanced after: 2.37413-0.27575j; 1.0559e-03
axial term growth for 10x smaller p.q = 9.9998
quantum/Larmor energy ratio = 1.0000006
finished without a failed check
```
